# Why uniform hemispherical emission is not thermal diffuse reflection

**Question**

I am writing a ballistic particle code for precursor transport in nanoscale holes. Molecules fly in straight lines and every wall re-emits them diffusely. A gas at rest has no preferred direction, so I emit uniformly over the hemisphere above the surface: azimuth uniform, and \(\cos\theta=U\), with \(U\) a uniform random number between 0 and 1 and \(\theta\) the angle from the inward normal.

As a test I closed the hole at both ends, made all walls inert and equally warm, and waited for a steady state. I expected every part of the wall to be hit equally often. Instead the hits pile up near edges and corners, and more statistics do not remove the effect. In a spherical cavity the same routine gives a perfectly uniform flux. Is my geometry code wrong, or my emission law?

**Answer**

The emission law is wrong. In a sphere the wall flux stays uniform all the same, while in a rectangular box it does not.

**What a thermal wall emits**

Take a gas of number density \(n\) with an isotropic velocity distribution \(f(v)\), normalised by \(4\pi\int_0^\infty f v^2dv=1\). The molecules that cross a surface element \(dA\) during \(dt\), with speed near \(v\) and direction in \(d\Omega\), fill a slanted cylinder of volume \(v\cos\theta\,dA\,dt\). Their number is

\[
n f(v)\,v^2dv\,d\Omega\;v\cos\theta\,dA\,dt .
\]

The velocities are isotropic, but the crossings are not: a molecule moving almost parallel to the surface rarely crosses it. Since \(\int\cos\theta\,d\Omega=2\pi\int_0^1 c\,dc=\pi\) over the hemisphere, the probability per solid angle is

\[
p(\theta)=\frac{\cos\theta}{\pi}.
\]

In equilibrium this describes the arrivals, and by symmetry the departures. A wall that forgets the incoming direction must therefore emit with this law. With \(\bar v=4\pi\int f v^3dv\), the crossing rate per area is

\[
J=n\pi\int_0^\infty f v^3dv=\frac{n\bar v}{4},
\]

and the mean of \(1/v\) over crossings is \(\int f v^2dv/\int f v^3dv=1/\bar v\).

For sampling, put \(c=\cos\theta\). The thermal law gives \(2\pi p\sin\theta\,d\theta\to2c\,dc\), with cumulative probability \(c^2\), so \(\cos\theta=\sqrt U\). Your law is \(p=1/(2\pi)\), which gives \(dc\) and \(\cos\theta=U\). The mean of \(\cos\theta\) is \(2/3\) in the first case and \(1/2\) in the second: you emit too many molecules at grazing angles.

**Flux balance in a closed cavity**

Let \(J(x)\) be the steady arrivals per area and time at wall point \(x\). Inert walls re-emit all of them. Seen from \(x\), an element \(dA_y\) at distance \(r\) fills the solid angle \(\cos\theta_y\,dA_y/r^2\). Hence

\[
J(y)=\int J(x)K(x\to y)\,dA_x,\qquad
K(x\to y)=p(\theta_x)\frac{\cos\theta_y}{r^2}.
\]

In a cavity that is not convex, \(K\) is zero when the two points cannot see each other. Every emitted molecule lands somewhere, so \(\int K(x\to y)\,dA_y=1\).

A uniform \(J\) solves the balance if and only if a different integral, over the *source* points, is one everywhere:

\[
S(y)=\int K(x\to y)\,dA_x=1 .
\]

For thermal emission \(K=\cos\theta_x\cos\theta_y/(\pi r^2)\) is unchanged when \(x\) and \(y\) are swapped. The two integrals are then equal, so \(S=1\), whatever the shape of the cavity. For your law \(K=\cos\theta_y/(2\pi r^2)\), and this symmetry is lost unless \(\theta_x=\theta_y\) for every pair of points.

In a box the steady flux is also unique for a given total. Any two wall points are connected by a path of two flights, even if they lie on the same wall. Suppose two steady fluxes with equal totals differed by \(D\). Then \(D\) would be reproduced after two flights. It would have both signs, since its integral is zero, and parts of opposite sign would mix at every point and reduce \(\int|D|\,dA\). A steady \(D\) cannot shrink, so \(D=0\).

**Why a uniform flux fails in every rectangular box**

Put \(y\) on the floor of a box of height \(C\), at distance \(d\) from a side wall. A source on that wall has height \(z\) and coordinate \(u\) along the wall, measured from the point nearest to \(y\). Then \(r^2=d^2+u^2+z^2\) and \(\cos\theta_y=z/r\). The part of the wall from \(u=0\) to \(u_1\) contributes

\[
\frac1{2\pi}\int_0^{u_1}\!du\int_0^C\!\frac{z\,dz}{(d^2+u^2+z^2)^{3/2}}
=\frac1{2\pi}\int_0^{u_1}\!\left[\frac1{\sqrt{d^2+u^2}}-\frac1{\sqrt{d^2+u^2+C^2}}\right]du
\]

\[
=\frac1{2\pi}\left[\operatorname{asinh}\frac{u_1}{d}-\operatorname{asinh}\frac{u_1}{\sqrt{d^2+C^2}}\right].
\]

As \(d\to0\), the first term grows as \(\ln(2u_1/d)\). The wall extends to both sides of \(u=0\), so there are two such pieces, and away from corners

\[
S\simeq\frac1\pi\ln\frac1d+\text{finite terms}.
\]

Thus \(S\) is unbounded at an edge but finite inside a wall. It cannot be constant, whatever the proportions of the box. The rays responsible leave the side wall with \(\cos\theta_x=d/r\), which is small for \(z\gg d\): they are the surplus grazing rays.

The ceiling is parallel to the floor, so it contributes its solid angle divided by \(2\pi\). A rectangle \(u_1\times v_1\) with one corner straight above \(y\) has the solid angle

\[
\Omega=\int_0^{v_1}\!\!\int_0^{u_1}\!\frac{C\,du\,dv}{(C^2+u^2+v^2)^{3/2}}
=\int_0^{v_1}\!\frac{C\,u_1\,dv}{(C^2+v^2)\sqrt{C^2+u_1^2+v^2}}
=\arctan\frac{u_1v_1}{C\sqrt{C^2+u_1^2+v_1^2}} .
\]

The last step follows by differentiating the arctangent with respect to \(v_1\), using \(C^2(C^2+u_1^2+v_1^2)+u_1^2v_1^2=(C^2+u_1^2)(C^2+v_1^2)\).

At the face centre of a unit cube there are eight side pieces with \(d=u_1=1/2\) and four ceiling pieces:

\[
S=\frac4\pi\left[\operatorname{asinh}1-\operatorname{asinh}\frac1{\sqrt5}\right]+\frac2\pi\arctan\frac1{2\sqrt6}=0.698 .
\]

At 0.01 of the width from the middle of an edge, the same formulas give 1.67. Yet the six *wall totals* of a cube are equal in the steady state, because the unique solution shares the cube's symmetry. Comparing the walls of a cube with one another would therefore miss the error.

**The steady flux near an edge**

The logarithm describes one round of emission from a uniform flux. Repeated rounds build a power law. Close to an edge, and far from corners, \(J\) varies slowly along the edge, so the kernel can be integrated in that direction:

\[
\int_{-\infty}^{\infty}\frac{z\,du}{2\pi(z^2+d^2+u^2)^{3/2}}=\frac{z}{\pi(z^2+d^2)},
\]

because \(\int_{-\infty}^\infty du/(a^2+u^2)^{3/2}=2/a^2\). Try \(J=Ad^{-s}\) on one wall and \(J=Bz^{-s}\) on the other. With \(z=td\) and then \(w=t^2\),

\[
\frac1\pi\int_0^\infty\frac{z^{1-s}dz}{z^2+d^2}
=\frac{d^{-s}}{2\pi}\int_0^\infty\frac{w^{-s/2}}{1+w}dw
=g\,d^{-s},\qquad g=\frac1{2\sin(\pi s/2)},
\]

for \(0<s<2\). Balance on the two walls requires \(A=gB\) and \(B=gA\). Both amplitudes are positive, so \(g=1\) and \(A=B\). Then \(\sin(\pi s/2)=1/2\), with roots \(s=1/3\) and \(s=5/3\). The second makes the total arrival rate infinite, which leaves

\[
J\propto d^{-1/3}.
\]

A bounded flux is no alternative. The wall opposite keeps \(J\) above some positive value near the edge, and the logarithm in \(S\) then makes it unbounded. That the growth is a pure power at leading order was an ansatz here. A numerical solution of the balance for an infinitely long square duct supports it: between \(10^{-5}\) and \(10^{-3}\) widths from the edge, the fitted exponent is \(-0.333\). At a corner three walls meet, and this two-wall argument does not apply.

**Why the sphere looked right**

In a sphere of radius \(R\), the two radii and the chord joining \(x\) and \(y\) form an isosceles triangle, so \(\theta_x=\theta_y\). The kernel is then symmetric for any \(p(\theta)\), and a uniform wall flux is steady.

The gas inside is nevertheless not in equilibrium. Emission per wall area \(Jp\,d\Omega\) corresponds to a flux \(Jp/\cos\theta\) per area normal to the ray, and this is conserved along the ray. If speeds are drawn from the thermal crossing distribution, independently of direction, the density is

\[
n=\frac{J}{\bar v}\int\frac{p(\theta_w)}{\cos\theta_w}\,d\Omega ,
\]

where \(\theta_w\) is the emission angle of the ray arriving from \(d\Omega\). The cosine law gives \(4J/\bar v\) everywhere. For your law, let \(k\) be the distance from the centre divided by \(R\), and \(\mu\) the cosine between ray and radius. Then \(\sin^2\theta_w=k^2(1-\mu^2)\), and

\[
n=\frac{J}{\bar v}\int_{-1}^{1}\frac{d\mu}{\sqrt{1-k^2+k^2\mu^2}}
=\frac{2J}{\bar v k}\operatorname{asinh}\frac{k}{\sqrt{1-k^2}}
=\frac{J}{\bar v k}\ln\frac{1+k}{1-k}.
\]

At the centre this tends to \(2J/\bar v\), half the equilibrium density for the same wall flux, and it diverges at the wall. The mean chord is \(2R\langle\cos\theta\rangle=R\), so the average density is \((J/\bar v)\,4\pi R^2\,R/(4\pi R^3/3)=3J/\bar v\), three quarters of the equilibrium value. A density count exposes in the sphere what the uniform wall flux hides. So does the absolute hit rate if the number of molecules is known: at equal average density it is \(4/3\) of the equilibrium rate.

**Numbers for a capped hole**

Consider a closed hole of 100 nm × 100 nm × 400 nm with trimethylaluminium, taken as monomers of mass 72.09 u, at 473 K and 0.1 Torr. Then \(n=p_{\rm gas}/(k_BT)=2.04\times10^{21}\ \mathrm{m^{-3}}\) and \(\bar v=\sqrt{8k_BT/(\pi m)}=373\ \mathrm{m/s}\). The equilibrium flux is

\[
J_{\rm eq}=\frac{n\bar v}{4}=1.90\times10^{23}\ \mathrm{m^{-2}s^{-1}}=1.90\times10^{5}\ \mathrm{nm^{-2}s^{-1}} .
\]

I traced 80,000 molecules for each law, discarded 30 flights per molecule and counted the next 50. The table gives the flux relative to the average over all walls.

| Region | \(\cos\theta=U\) | \(\cos\theta=\sqrt U\) |
|---|---:|---:|
| End walls | 1.404 | 1.000 |
| Side walls | 0.950 | 1.000 |
| Sides, within 10 nm of a long edge | 1.507 | 0.997 |
| Side centres | 0.621 | 1.000 |
| End centres | 0.906 | 0.998 |
| End corners | 3.07 | 1.01 |

Side centres lie more than 35 nm from the long edges and 100 nm from the ends. End centres are the middle 30 nm squares, and end corners are 10 nm squares. The standard error is at most 0.002, except at end centres (0.005) and end corners (0.015 and 0.011 for the two laws). The thermal column agrees with one to within three standard errors.

If the average wall flux is held at \(J_{\rm eq}\), your law gives \(0.621\times1.90\times10^5=1.18\times10^5\ \mathrm{nm^{-2}s^{-1}}\) at the side centres and \(3.07\times1.90\times10^5=5.8\times10^5\ \mathrm{nm^{-2}s^{-1}}\) in the end corners.

The approach to a long edge can be computed without random numbers, by dividing the walls into panels, using the solid angle of each target panel, and extrapolating to zero panel size. Within 50 nm of mid-length, the relative flux is 0.61 at 35–50 nm from the edge, 0.77 at 10–20 nm, 1.23 at 2–5 nm and 2.18 at 0.3–1 nm, each uncertain by about one unit in the last digit. The average of \(d^{-1/3}\) from \(a\) to \(b\) is \(\tfrac32(b^{2/3}-a^{2/3})/(b-a)\). For the last two intervals this predicts a ratio of 1.77, and the computed fluxes give \(2.18/1.23=1.77\).

The average rate changes too. With \(N\) molecules and mean flight length \(\langle\ell\rangle\), the mean flight time is \(\langle\ell\rangle/\bar v\), and the total wall rate is \(N\bar v/\langle\ell\rangle\). In equilibrium it is also \(An\bar v/4\) with \(n=N/V\), where \(V\) is the volume and \(A\) the wall area, so

\[
\langle\ell\rangle=\frac{4V}{A}=\frac{4\times4\times10^6\ \mathrm{nm^3}}{1.8\times10^5\ \mathrm{nm^2}}=88.9\ \mathrm{nm}.
\]

Your law gives 80.0 nm in the ray tracing. At equal \(N\), its average wall rate is therefore \(88.9/80.0=1.11\) times the equilibrium rate.

**How far this carries over to deposition**

The temperature and pressure are rough typical values for aluminium oxide deposition. For a chosen collision diameter of 0.6 nm, the mean free path \(k_BT/(\sqrt2\,\pi\sigma^2p_{\rm gas})\), with \(\sigma\) the diameter, is 306 µm. Roughly \(3\times10^{-4}\) of the flights would thus include a gas collision. At this density a volume as large as the hole contains 8.2 molecules on average. In a hole open to the gas this number fluctuates, with an ideal-gas standard deviation of \(1/\sqrt{8.2}=35\%\) of the mean; in a closed inert hole it is fixed. With so few molecules, the steady flux has to be read as a time average. Point molecules and flat walls lose their meaning within about a molecular diameter of an edge, and the divergence should not be read literally there. If all molecules were dimers at the same pressure, \(J_{\rm eq}\) would fall to 0.71 of its value, while the relative pattern, which does not contain the mass, would stay.

A hole used for deposition is neither closed nor inert. With a chosen reaction probability of 0.01 per hit, the same everywhere, \(0.99^{30}=74\%\) of the molecules survive 30 hits. Such a loss multiplies all arrivals of a given flight number by the same factor, so it leaves their relative pattern unchanged. An open mouth alone does not disturb the uniform flux of the cosine law, provided the walls are inert and the gas outside is in equilibrium: the mouth then sends in molecules just as a thermal wall would. If the walls also react, with the same probability everywhere, molecules are lost on the way down and the flux on the side walls falls with depth over most of the hole, even with the correct emission law. The bottom can receive more than the side walls just above it, because it faces the mouth. In deep holes the molecules it re-emits can make the side-wall flux rise again close to the bottom. The size of this rise depends strongly on depth and reaction probability: in a round hole 30 diameters deep it is about 2% for a probability of 0.01, but several-fold for probabilities of 0.1 to 0.5. A reaction probability that differs from place to place, for example because sites fill unevenly, can also change the pattern. The factors in the table measure the error in this closed test and are not corrections for a growth profile.

In your code, replace \(\cos\theta=U\) by \(\cos\theta=\sqrt U\) and keep the uniform azimuth. Then repeat the closed-box test with small bins near edges and corners.
